# Does a closed charge-voltage loop prove that a film is ferroelectric?

**Question**

I am learning to characterize gate dielectrics on metal-insulator-metal capacitors. The tester applies a triangular voltage, integrates the current and plots charge against voltage. For a ferroelectric the plot is a closed loop, with a positive charge at zero volts on the way down and a negative one on the way up.

Suppose a 10 nm hafnia film, driven to 2 V at 100 Hz, gives such a loop. I would conclude that it is ferroelectric. A linear capacitor should give a straight line, and if the film leaked, the integrated charge should run away from cycle to cycle and the loop would not close. Is this argument sound? If not, what should I measure to decide?

**Answer**

The argument fails at the runaway. Leakage carries charge one way while the voltage is positive and the other way while it is negative. If the two amounts are equal, the integrated charge returns to its starting value after each period. The loop closes, but it is open in the middle.

**What the tester integrates**

Model the film as a constant capacitance $c$ in parallel with a constant conductance $g$, both per unit area. Neglect series resistance for now. The external current density is

$$j=c\,\frac{dV}{dt}+gV .$$

The tester reports its time integral,

$$Q(t)=Q(0)+c\,[V(t)-V(0)]+g\int_0^t V\,dt' .$$

The second term is charge stored on the electrodes. The third is charge that has gone through the film and is no longer there. The integrator cannot separate them.

Let the triangle have amplitude $V_0$, frequency $f$ and period $T=1/f$. The voltage climbs from $0$ to $V_0$ in $T/4$, so its slope has magnitude $s=4fV_0$. Put $t=0$ where the rising voltage crosses zero.

On the rising branch, $-T/4\le t\le T/4$, we have $V=st$. The leakage integral is $gst^2/2=gV^2/(2s)$, hence

$$Q_\uparrow=Q(0)+cV+\frac{gV^2}{8fV_0}.$$

On the falling branch, $T/4\le t\le 3T/4$, we have $V=-s(t-T/2)$. Counting from the zero crossing at $T/2$, the leakage integral is $-gs(t-T/2)^2/2=-gV^2/(2s)$, hence

$$Q_\downarrow=Q(T/2)+cV-\frac{gV^2}{8fV_0}.$$

The branches meet at $V=V_0$. Equating them there, the terms $cV_0$ cancel and

$$Q(T/2)-Q(0)=\frac{gV_0}{4f}.$$

At $V=-V_0$ the falling branch meets the next rising branch, which has $Q(T)$ in place of $Q(0)$. This gives $Q(T)=Q(T/2)-gV_0/(4f)=Q(0)$, so the loop closes.

The starting value of an integrated charge is arbitrary, so centre the loop vertically. The apparent remanent charge is then half the opening at $V=0$:

$$\boxed{Q_r=\frac{gV_0}{8f}=\frac{J_0}{8f}},\qquad J_0=gV_0 .$$

It grows as $1/f$ because a slower cycle gives the same leakage current more time. With $Q(0)=-Q_r$, $Q(T/2)=+Q_r$ and $gV^2/(8fV_0)=Q_rV^2/V_0^2$, the loop consists of two parabolas:

$$Q_{\uparrow}=cV-Q_r\left(1-\frac{V^2}{V_0^2}\right),\qquad
Q_{\downarrow}=cV+Q_r\left(1-\frac{V^2}{V_0^2}\right).$$

The factor 8 belongs to the triangle. For $V=V_0\sin 2\pi ft$, the leakage charge of the positive half-cycle is $gV_0/(\pi f)$, and half of it gives $Q_r=gV_0/(2\pi f)$.

This "remanence" is not a memory. At both zero crossings the capacitor has no voltage across it and stores no charge. Its physical state is the same; what differs is the tester's running total. A fully switched ferroelectric returns to zero voltage in one of two different states, with opposite polarization.

**Coercive voltage, tip and area**

The false loop also has a coercive voltage, where $Q=0$. On the rising branch write $x=V/V_0$ and $a=Q_r/(cV_0)$. Then $Q_\uparrow=0$ reads $x=a(1-x^2)$, or $ax^2+x-a=0$. The positive root gives

$$V_c=V_0\,\frac{\sqrt{1+4a^2}-1}{2a}.$$

At high frequency $a$ is small, the square root is about $1+2a^2$, and $V_c\approx aV_0=Q_r/c$. At low frequency $a$ is large and $V_c$ approaches $V_0$. For constant $g$ and fixed frequency, $a=g/(8fc)$ does not contain $V_0$, so $V_c$ is a fixed fraction of whatever amplitude you choose. It is not a threshold of the material.

The tip can betray the leakage. Just after the voltage peak, the capacitive current has reversed to $-4fcV_0$ but the leakage current is still near $+gV_0$. If leakage is larger, the charge keeps rising while the voltage falls. Setting

$$\frac{dQ_\downarrow}{dV}=c-\frac{2Q_rV}{V_0^2}=0$$

puts the largest charge at $V=V_0/(2a)$. This lies below the peak when $a>1/2$. For smaller $a$ the largest charge is at the voltage peak and there is no such warning. For any $a$ the branches meet at $V_0$ in a corner, with slopes $c(1+2a)$ and $c(1-2a)$; what changes at $a=1/2$ is the sign of the falling slope.

The loop area is the electrical work per cycle,

$$\oint V\,dQ=c\oint V\,dV+g\int_0^T V^2dt=0+\frac{gV_0^2}{3f}.$$

The mean of $V^2$ is $V_0^2/3$ because a triangle spends equal times in equal voltage intervals. The area is Joule heat. It is positive, so with $V$ horizontal and $Q$ vertical the loop runs counterclockwise, as a dissipative ferroelectric loop does. The sense of rotation therefore does not distinguish the two.

**Numbers for the hafnia film**

Take a relative permittivity of 20 and a peak leakage $J_0=0.01$ A/cm² at 2 V. Then $g=0.01/2=0.005$ S/cm², and $c=\varepsilon_0\varepsilon_r/d=1.771$ µF/cm². The stored charge at the peak is $cV_0=3.54$ µC/cm². At 100 Hz,

$$Q_r=\frac{0.01\ \text{A/cm}^2}{8\times100\ \text{s}^{-1}}=12.5\ \mu\text{C/cm}^2 .$$

The table comes from stepping the circuit equation in time, with a series resistance of 0.01 Ω cm² included.

| Frequency | Apparent remanence | Apparent coercive voltage |
|---|---|---|
| 10 kHz | 0.128 µC/cm² | 0.072 V |
| 1 kHz | 1.25 µC/cm² | 0.635 V |
| 100 Hz | 12.5 µC/cm² | 1.74 V |

At 10 kHz the formula gives 0.125 µC/cm². The rest is due to the series resistance $r$. The capacitive current $4fcV_0$ makes the film voltage lag by $4frcV_0$, which adds $4frc^2V_0=0.0025$ µC/cm² to the half-opening. This part grows with frequency, so the $1/f$ law ends where it takes over.

At 100 Hz, $a=12.5/3.54=3.53$. The largest charge is reached at $2/(2\times3.53)=0.28$ V on the way down, so this loop is a fat lens whose highest point lies far inside the voltage range. At 1 kHz $a$ is ten times smaller, about 0.35, and the largest charge is at the voltage peak. The area at 100 Hz is $0.005\times2^2/(3\times100)=6.67\times10^{-5}$ J/cm², or 66.7 µJ/cm². A sine wave of the same amplitude and frequency would give 15.9 µC/cm².

**When the loop does not close**

Your expectation of a runaway is right if the polarities leak differently. With conductances $g_+$ and $g_-$, the half-cycle charges no longer cancel, and each period adds

$$\Delta Q=\frac{(g_+-g_-)V_0}{4f}.$$

For 10 % more leakage at positive voltage, the gap at 100 Hz is $0.1\times0.01/400$ A s/cm², or 2.5 µC/cm² per cycle. A gap can therefore come from unequal leakage, though an offset current in the tester, or a first cycle that starts from an unpoled ferroelectric, also leaves one. Closure shows only that the net charge per cycle is zero. If software subtracts a drift to close the curve, closure says even less.

**What a ferroelectric does instead**

For comparison, take a single-domain Landau model with reduced polarization $p=P/P_0$:

$$\tau\frac{dp}{dt}=\frac{V}{V_s}+p-p^3 .$$

At $V=0$ the stationary states are $p=0$ and $p=\pm1$. Near $p=\pm1$ a small deviation $\delta$ obeys $\tau\,d\delta/dt=-2\delta$ and dies out; near $p=0$ it obeys $\tau\,d\delta/dt=+\delta$ and grows. The film therefore keeps $+P_0$ or $-P_0$.

In static equilibrium $V=V_s(p^3-p)$. The turning points $p=\pm1/\sqrt3$ have $|V|=2V_s/(3\sqrt3)$. This is the switching threshold, so a threshold of 1 V requires $V_s=3\sqrt3/2$ V.

I integrated this equation numerically with $P_0=15$ µC/cm² and $\tau=0.1$ µs. The remanence is 15.0 µC/cm² at 10 kHz, 1 kHz and 100 Hz. At 100 Hz, lowering the amplitude from 2 V to 1.5 V leaves it at 15.0 µC/cm², because 1.5 V still switches the domain. The leaky linear film drops from 12.5 to 9.4 µC/cm², in proportion to the amplitude. Complete saturation just above the threshold is a property of this single-domain model. A real film has a spread of switching thresholds, so its remanence can keep rising with amplitude until all domains switch; growth with amplitude does not by itself rule out ferroelectricity.

A film can be both ferroelectric and leaky. Its currents add, so the measured half-opening is

$$R(f)=P_0+\frac{J_0}{8f}.$$

With the leakage above, the model gives 27.5 µC/cm² at 100 Hz, which is $15+12.5$. Reading the whole opening as polarization would nearly double the true value. If $P_0$ and the leakage law do not change with frequency, two measurements suffice to separate the parts. Multiplying by $f$ gives $fR=fP_0+J_0/8$, and subtraction removes the leakage:

$$P_0=\frac{f_1R(f_1)-f_2R(f_2)}{f_1-f_2}.$$

Growth at low frequency does not by itself rule out ferroelectricity. A ferroelectric that switches incompletely in a fast cycle also shows more remanence in a slower one. The stronger check is quantitative: measure the steady leakage separately and ask whether it accounts for the opening.

**The pulse test**

Apply a negative preset pulse, then two equal positive pulses, and integrate the current over each positive pulse from zero volts back to zero volts. The charge stored in $c$ returns to zero and drops out. For the linear leaky film, a triangular pulse of duration $T/2$ passes $gV_0/(4f)$. With 5 ms pulses this is 25 µC/cm² both times, and the difference is zero.

In the ferroelectric, the preset leaves $-P_0$. The first positive pulse switches it to $+P_0$ and collects an extra $2P_0$; the second finds it already switched. With the same leakage, the model gives 55 and 25 µC/cm². The difference, 30 µC/cm², is $2P_0$. The subtraction works if the leakage is the same in both pulses and does not depend on the polarization.

The current trace is also useful. In the linear leaky film $j=\pm4fcV_0+gV$, a straight line against voltage on each branch. The ferroelectric adds a current peak when it switches, just beyond its threshold.

**Why frequency independence is not proof either**

Some linear dielectrics respond with a broad spread of delays. Represent one by many branches, each obeying $\tau\,dq/dt+q=C_\tau V$. For $V=V_n\sin n\omega t$, with $\omega=2\pi f$, the part of $q$ out of phase with the voltage is

$$-C_\tau V_n\frac{n\omega\tau}{1+(n\omega\tau)^2}\cos n\omega t .$$

Let every decade of $\tau$ contain the same capacitance $D$, which is $D/\ln10$ per unit of $\ln\tau$. With $u=n\omega\tau$ and $d\ln\tau=du/u$, the sum over branches contains

$$\int_0^\infty\frac{du}{1+u^2}=\frac{\pi}{2}.$$

The frequency has disappeared: a slower drive loses some fast branches and gains equally many slow ones. The triangle has the Fourier series

$$V=\frac{8V_0}{\pi^2}\sum_{k=0}^{\infty}\frac{(-1)^k\sin[(2k+1)\omega t]}{(2k+1)^2}.$$

At the rising zero crossing, $t=0$, the in-phase parts vanish and every cosine is 1. The remaining sum is Catalan's constant, $K=1-1/9+1/25-\dots\approx0.916$. The half-opening is therefore

$$Q_r=\frac{\pi D}{2\ln10}\,\frac{8V_0}{\pi^2}\,K=\frac{4KDV_0}{\pi\ln10}.$$

For $D=0.1c=0.177$ µF/cm² it is 0.179 µC/cm² at both 1 kHz and 100 Hz. This holds while the spread of $\tau$ extends well beyond the drive period on both sides.

The pulse test is not immune. After the preset, slow branches still hold negative charge, part of which is released during the first positive pulse. That pulse in turn leaves positive charge in them, so the second pulse adds less. Summing branches from $10^{-8}$ to $100$ s for the same 5 ms pulses, applied back to back, gives a difference of 0.30 µC/cm². That is a hundredth of the ferroelectric's 30 µC/cm², but it is not zero. The value depends on the timing: a 5 ms pause at zero volts before each positive pulse lowers it to about 0.04 µC/cm². A small difference needs a further check: the linear response scales with amplitude, while a fully switched polarization saturates.

**How this compares with real films**

The permittivity is a rough typical value for hafnia, and 15 µC/cm² with 1 V is a rough choice for a 10 nm ferroelectric hafnia film. The leakage of 0.01 A/cm² is deliberately high and describes a poor film. The frequency needed for a false 10 µC/cm² is $J_0/(8Q_r)$: 125 Hz here, but 0.0125 Hz for a film leaking $10^{-6}$ A/cm². In a well-insulating film at 1 kHz, ohmic leakage is thus no explanation for a large opening.

The assumption of constant $g$ can fail badly in a real film. For any leakage $J(V)$ that follows the voltage instantly and is odd in it, use $dt=dV/(4fV_0)$. The positive half-cycle goes up and down once, so its charge is

$$\frac{2}{4fV_0}\int_0^{V_0}J\,dV=\frac{\langle J\rangle}{2f},\qquad\text{hence}\qquad Q_r=\frac{\langle J\rangle}{4f},$$

where $\langle J\rangle$ is the average over voltages from 0 to $V_0$. The $1/f$ law survives, but the parabolas do not. Ohmic leakage has $\langle J\rangle=J_0/2$.

Poole-Frenkel emission, in which the field helps carriers out of traps, is much steeper:

$$J=J_0\,x\,e^{b(\sqrt x-1)},\qquad b=\frac{1}{k_BT}\sqrt{\frac{e^3E_0}{\pi\varepsilon_0\varepsilon_\infty}} .$$

For a peak field $E_0=2$ MV/cm and an optical permittivity $\varepsilon_\infty=4$, the square root, which is the barrier lowering at the peak, is 0.54 eV. At 300 K numerical integration gives $\langle J\rangle=0.084J_0$. With the peak current held at 0.01 A/cm², the false remanence at 100 Hz falls from 12.5 to 2.1 µC/cm². Use the measured leakage curve, not its peak value alone.

Temperature can undo that reduction. For a trap 1.0 eV deep, the barrier left at the peak is 0.46 eV. Its Boltzmann factor raises the peak leakage about 18 times between 300 and 358 K, at fixed voltage and prefactor. A film with a small leakage opening at room temperature may show a large one when hot.

For the linear leaky film, two other effects, resistive voltage drop and heating, are small. The resistive drop is not small for the ferroelectric model while it switches: with $\tau=0.1$ µs its switching current drops about 0.7 to 0.8 V across 0.01 Ω cm², which lowers the current peak by about a third but leaves the remanence almost unchanged. In the linear film the leakage current drops 0.1 mV across the series resistance, the capacitive current at 10 kHz drops 1.4 mV, and the mean heating of 6.7 mW/cm² warms the film by about $2\times10^{-4}$ K through 0.5 mm of silicon. The peak field is half of a rough breakdown field of 4 MV/cm, so breakdown is not part of the model, though the margin is modest.

For your film, then, repeat the loop at several frequencies and amplitudes, compare the opening with $\langle J\rangle/(4f)$ from a separate leakage measurement, and run the pulse test. If the polarities leak differently, first remove the drift as a straight line in time, then use $\langle|J|\rangle$ averaged over both polarities. An opening that leakage explains is no evidence of ferroelectricity. One that remains after subtraction, saturates with amplitude and comes with a switching peak in the current is much stronger evidence than a closed loop alone. It is still not proof: a fixed amount of mobile ionic charge that drifts from one electrode to the other and stays there can pass the same three tests. Independent evidence of a polar crystal phase strengthens the case, but does not by itself exclude ions: a polar film may fail to switch at the voltage used and still contain mobile charge.

Numerical values quoted here were computed with a short program.
